# When closely spaced magnetic films exert no dipolar field on each other

To calculate the field that switches one layer of a magnetic tunnel junction, one must decide whether to add a stray field from the layer next to it. For flat, uniformly magnetized films without edges the right entry is zero, even at a gap of 1 nm. For in-plane magnetized squares 100 nm wide its mean is about 22 mT with the values used below. Distance alone does not settle the matter, because the field comes from uncompensated magnetic charge, and that depends on edges and on flatness.

## A counter-example: the unbounded flat layer

The claim to be tested is that a film 1 nm from a strong magnet must feel a strong dipolar field. Take rough values for a cobalt-iron-boron layer: magnetization $M=1.0\times10^6$ A/m and thickness $t=2$ nm. Then $\mu_0M=1.26$ T, which suggests a large field close by.

Without free currents, $\nabla\times\mathbf H=0$, so $\mathbf H=-\nabla\phi$. From $\mathbf B=\mu_0(\mathbf H+\mathbf M)$ and $\nabla\cdot\mathbf B=0$ follows $\nabla\cdot\mathbf H=-\nabla\cdot\mathbf M$. The sources of $\mathbf H$ are therefore a volume charge $-\nabla\cdot\mathbf M$ and, where $\mathbf M$ stops at a surface with outward normal $\mathbf n$, a surface charge $\sigma=\mathbf M\cdot\mathbf n$.

Let the layer be flat, unbounded and uniformly magnetized, with no applied field. The volume charge vanishes, and the two components of $\mathbf M$ can be treated separately.

- In-plane component: $\mathbf M\cdot\mathbf n=0$ on both faces. There is no charge, so $\mathbf H=0$ everywhere.
- Normal component $M_z$: the top face carries $+M_z$ and the bottom face $-M_z$. A charged sheet produces a field $\sigma/2$ pointing away from it on each side. Above the layer the sum is $M_z/2-M_z/2=0$, and below it is also zero. Inside, both sheets give $-M_z/2$, so $H_z=-M_z$ and $B_z=\mu_0(-M_z+M_z)=0$.

Outside the layer both $\mathbf H$ and $\mathbf B$ vanish for any direction of $\mathbf M$ and at any distance. The claim is false.

## Where the field of the near dipoles goes

Each atom does produce a dipole field, so a cancellation must take place. To follow it, build a thin layer as a disc of radius $R$ with moment $Mt$ per area, and look from a height $z$ on its axis. For normal magnetization the dipole formula gives

$$H_z=\frac{Mt}{4\pi}\int_0^R 2\pi r\,\frac{2z^2-r^2}{(r^2+z^2)^{5/2}}\,dr .$$

The integrand is a total derivative, since

$$\frac{d}{dr}\frac{r^2}{(r^2+z^2)^{3/2}}=\frac{2r(r^2+z^2)-3r^3}{(r^2+z^2)^{5/2}}=\frac{r(2z^2-r^2)}{(r^2+z^2)^{5/2}} .$$

Hence

$$H_z=\frac{Mt\,R^2}{2(R^2+z^2)^{3/2}} .$$

For magnetization along $x$, the numerator $2z^2-r^2$ is replaced by the average of $3x^2-r^2-z^2$ around a ring. Since $x^2$ averages to $r^2/2$, this is $(r^2-2z^2)/2$, which is $-\tfrac12$ times the former numerator:

$$H_x=-\frac{Mt\,R^2}{4(R^2+z^2)^{3/2}} .$$

Dipoles closer to the axis than $\sqrt2\,z$ contribute with one sign and those farther out with the other. Both fields peak in size at $R=\sqrt2\,z$ and then fall, as $1/R$ once $R\gg z$. At $z=3$ nm the in-plane case gives $-80.6$ mT at $R=4.24$ nm, $-20.6$ mT at 30 nm, $-2.09$ mT at 300 nm and $-0.209$ mT at 3000 nm. The near dipoles are as strong as before; the distant ones, each weaker but far more numerous, cancel them.

The numerical output shows the same for the faces of a normally magnetized slab. It gives $|H/M|=1.0\times10^{-6}$ outside, not zero, because the sheets were cut off at $R=10^6$ nm. The disc formula predicts this remainder: $t/(2R)=2/(2\times10^6)=10^{-6}$.

## The correct general statement

An unbounded, flat, uniformly magnetized layer exerts no dipolar field outside itself. Two finite layers do interact. For two equal, aligned squares of side $L$, with rigid uniform magnetizations along unit vectors $\mathbf m_1$ and $\mathbf m_2$, the dipolar energy is

$$E=K\,(\mathbf m_1\cdot\mathbf m_2-3\,m_{1z}m_{2z}),\qquad K>0,$$

and $K/L^2\to0$ as $L\to\infty$ at fixed $M$, thickness and gap. In-plane moments thus prefer to be antiparallel. Moments normal to the film prefer to be parallel, with twice the strength.

The first sentence has been shown above. The rest needs a proof.

**Angular law.** Summing the dipole energy over both bodies gives $E=\sum_{ij}m_{1i}T_{ij}m_{2j}$ with

$$T_{ij}=\frac{\mu_0M^2}{4\pi}\int\!\!\int\left(\frac{\delta_{ij}}{r^3}-\frac{3r_ir_j}{r^5}\right)dV_1\,dV_2 .$$

The mirror symmetries $x\to-x$ and $y\to-y$ remove all off-diagonal elements. A quarter turn exchanges $x$ and $y$, so $T_{xx}=T_{yy}\equiv K$. The trace of the bracket is $3/r^3-3r^2/r^5=0$, so $T_{zz}=-2K$. Therefore $E=K(m_{1x}m_{2x}+m_{1y}m_{2y}-2m_{1z}m_{2z})$, which is the stated law. As a test, the Coulomb energy of the four charged faces for parallel normal moments was integrated separately; it came out as $-2.00000\,K$.

**Value of K.** Let both layers be magnetized along $+x$. The energy of layer 2 in the field of layer 1 is $-\mu_0\int\mathbf M_2\cdot\mathbf H_1\,dV=\mu_0\int\mathbf M_2\cdot\nabla\phi_1\,dV$. Because $\nabla\cdot\mathbf M_2=0$ inside the layer, the divergence theorem turns this into $\mu_0\oint\sigma_2\phi_1\,dS$, a Coulomb energy between surface charges. The charges sit on the edges $x=\pm L/2$. For thin layers these are lines with charge $\pm Mt$ per length, separated vertically by the centre distance $s=d+t$, where $d$ is the gap.

Two parallel lines of length $L$ at distance $r$ need the integral of $1/\sqrt{(y-y')^2+r^2}$ over both lengths. The difference $v=y-y'$ occurs with weight $L-|v|$, so the integral is

$$2\int_0^L\frac{L-v}{\sqrt{v^2+r^2}}\,dv=2f(r),$$

$$f(r)=L\,\mathrm{asinh}\frac Lr-\sqrt{L^2+r^2}+r .$$

Two pairs of edges have like charges at distance $s$. The other two pairs have opposite charges at distance $\sqrt{L^2+s^2}$. Thus

$$K=\frac{\mu_0(Mt)^2}{4\pi}\left[4f(s)-4f\!\left(\sqrt{L^2+s^2}\right)\right]$$

$$\phantom{K}=\frac{\mu_0M^2t^2}{\pi}\left[f(s)-f\!\left(\sqrt{L^2+s^2}\right)\right].$$

The integral defining $f$ decreases with $r$, so $K>0$: the like charges are the closer ones.

**Large squares.** For $L\gg s$, $\mathrm{asinh}(L/s)\approx\ln(2L/s)$, so $f(s)\approx L\ln(2L/s)-L$. The other distance tends to $L$, where $f(L)=L\,\mathrm{asinh}\,1-\sqrt2L+L$. Subtracting,

$$K\approx\frac{\mu_0M^2t^2L}{\pi}\left[\ln\frac{2L}{s}-2+\sqrt2-\mathrm{asinh}\,1\right].$$

The total $K$ grows slightly faster than the perimeter, but the area grows as $L^2$, so $K/L^2$ falls as $\ln(L)/L$. For layers of finite thickness, $K$ is the average of the thin-layer formula over the heights in both layers, with $s$ running from $d$ to $d+2t$. Each value in this average is positive, and its bracket is smaller than $f(d)$, which grows only as $L\ln L$. So $K>0$ and $K/L^2\to0$ hold there too, which completes the proof.

## Numbers for a 100 nm square

Take $d=1$ nm, so $s=3$ nm, and $L=100$ nm. The prefactor is

$$\frac{\mu_0M^2t^2L}{\pi}=\frac{1.257\times10^{-6}\cdot10^{12}\cdot4\times10^{-18}\cdot10^{-7}}{\pi}\ \mathrm{J}=1.60\times10^{-19}\ \mathrm{J}.$$

The bracket is $\ln(66.7)-1.467=2.73$, so the large-square law gives $4.37\times10^{-19}$ J. The full thin-layer formula gives $4.42\times10^{-19}$ J. Averaging over the heights in both layers gives $K=4.49\times10^{-19}$ J, or 2.80 eV, and a direct integration over dipoles agrees with this. At 300 K it equals 108 $k_BT$, so within the rigid model thermal energy does not wash out the preference.

For parallel in-plane moments, $E=K$ is also minus the moment $MtL^2$ times the mean field along it. The mean field therefore opposes the source magnetization, with size

$$\bar B=\frac{K}{MtL^2}=\frac{4.49\times10^{-19}\ \mathrm J}{2\times10^{-17}\ \mathrm{A\,m^2}}=22.4\ \mathrm{mT}.$$

This mean hides a strong variation. At the centre, for $s\ll L$, each edge lies at horizontal distance $L/2$ and contributes

$$\frac{Mt}{4\pi}\,\frac L2\int_{-L/2}^{L/2}\frac{dy}{(L^2/4+y^2)^{3/2}}=\frac{Mt}{4\pi}\,\frac L2\,\frac{4\sqrt2}{L^2}=\frac{\sqrt2\,Mt}{2\pi L}.$$

Both edges push along $-x$, so $B_x=-\sqrt2\,\mu_0Mt/(\pi L)=-11.3$ mT. Near one long edge, a line charge gives the horizontal field $\mu_0Mt\,u/[2\pi(u^2+s^2)]$ at a distance $u$ inside. It is largest at $u=s$, where it equals $\mu_0Mt/(4\pi s)=66.7$ mT. In the mid-plane of the neighbour, the actual square gives 69.5 mT at 3 nm inside the edge; the line formula leaves out the far edge, which pushes the same way, and the thickness of the source. The peak depends strongly on height: it is about 106 mT at the face of the neighbour nearest the source and about 52 mT at its far face.

The edge peak does not depend on $L$ for a large square. What shrinks is the field in the interior, as the centre formula shows, and the share of the area near an edge. With $M$, $t$ and $d$ held fixed, the mean field falls from 22.4 mT at 100 nm to 4.06 mT at 1 µm and 1.1 µT at 1 cm. Over the same range $K$ rises from 2.80 eV to $1.4\times10^6$ eV. A growing total energy and a vanishing field are compatible, because the moment grows faster than the energy.

## Flatness is a separate condition

An unbounded film can still produce a field if its surface is rough. Let both surfaces facing the gap follow $h\cos kx$, with $k=2\pi/\lambda$ and both magnetizations along $+x$. The tilted normal gives the lower layer a charge $Mhk\sin kx$ per projected area. The facing surface has the opposite normal and carries $-Mhk\sin kx$.

To leading order in $h$ these charges can be placed on flat planes a distance $d$ apart. A sheet $\sigma_0\sin kx$ has the potential $(\sigma_0/2k)\sin kx\,e^{-k|z|}$, which satisfies Laplace's equation off the sheet and has the required jump in slope. With the average $\langle\sin^2kx\rangle=\tfrac12$, the energy per area is $-J$, where

$$J=\mu_0\frac{(Mhk)^2}{2k}\,\frac12\,e^{-kd}=\frac{\mu_0M^2h^2k}{4}\,e^{-kd}.$$

Here opposite charges face each other, so parallel alignment is favoured, against the edge effect. If the outer surfaces follow the same ridges, they carry charges of opposite sign to the inner surface of their own layer. The factor $e^{-kd}$ then becomes $e^{-kd}-2e^{-k(d+t)}+e^{-k(d+2t)}$, so $J$ is multiplied by $(1-e^{-kt})^2$.

For $h=0.3$ nm and $\lambda=20$ nm, flat outer surfaces give $J=6.5\times10^{-6}$ J/m² and an equivalent field $J/(Mt)=3.2$ mT. Conformal outer surfaces reduce this to 0.7 mT. The mean edge field has the same size as the roughness field at $L\approx1.3$ µm in the first case and at about 8 µm in the second. Beyond that size, in this model, roughness outweighs the edges. The model has ridges running across the magnetization; ridges running along it carry no surface charge and give no such coupling.

The atomic lattice is also a lateral variation. For a square lattice of spacing $a$, one atomic plane has mean areal moment $Ma$, and its first harmonic along $x$ has amplitude $2Ma$. The same sheet potential gives a ripple field $2\pi\mu_0M\,e^{-2\pi d/a}$. With $a=0.25$ nm and $d=1$ nm this is about $10^{-10}$ T, which is negligible here. That figure holds for a perfect lattice of equal moments. In a disordered alloy such as cobalt-iron-boron the moments differ from site to site, and the local field 1 nm away can reach some millitesla. Its sign is random, so its mean over a wide, uniformly magnetized neighbour still tends to zero.

## Comparison with a real junction

The chosen magnetization, thicknesses and gap are rough typical values for an in-plane cobalt-iron-boron junction. Real elements break the assumption of rigid uniform magnetization, most of all near the edges. As a rough gauge, spreading each edge charge over an exchange length of 4.9 nm, for a rough exchange stiffness of $1.5\times10^{-11}$ J/m, lowers $K$ by about 7%. This gauge is on the low side. In a micromagnetic relaxation with the same values, in-plane moments and no crystal anisotropy, the 100 nm squares magnetize along a diagonal and bend along the edges; the energy difference between parallel and antiparallel alignment then drops by about 14%, and the mean field of one relaxed layer on a uniform neighbour by about 10%. Large elements may also split into domains, which the size trend above ignores. Exchange through the spacer is a separate, non-dipolar coupling: a rough $10^{-5}$ J/m² would correspond to 5 mT, and it survives in unbounded films. A device can also replace the single source layer by two antiparallel ones, so that their stray fields partly cancel; the 22 mT applies to one uncompensated layer.

For a flat, uniformly magnetized film simulated as laterally infinite, the dipolar field on its neighbour should therefore be set to zero. For a source layer patterned to about the same size as its neighbour, the edge charges must be put back. If the source extends far beyond a small neighbour centred on it, the edge field there is weak: the centre formula gives about 1.1 mT for an in-plane source 1 µm wide, and normal magnetization gives twice that, parallel to the source moment.

## Computed results

```
magnetization M = 1.00e+06 A/m; mu0*M = 1.2566 T
t = 2.0 nm, gap d = 1.0 nm, s = 3.0 nm, L = 100.0 nm, T = 300.0 K
infinite slab, normal M: H/M inside = -1.00000
infinite slab, normal M: |H/M| outside = 1.0e-06
disc radius of largest axial field = 4.25 nm
disc R = 4.24 nm: in-plane -80.61331 mT, normal 161.22661 mT
disc R = 30.00 nm: in-plane -20.63367 mT, normal 41.26735 mT
disc R = 300.00 nm: in-plane -2.09408 mT, normal 4.18816 mT
disc R = 3000.00 nm: in-plane -0.20944 mT, normal 0.41888 mT
square, field at centre = -11.26 mT
thin-layer centre law = -11.31 mT
square, field 3 nm inside edge = -69.51 mT
thin long-edge peak law, magnitude = 66.67 mT
K, thin-layer formula = 4.4200e-19 J
K, full thickness = 4.4856e-19 J = 2.800 eV
K from direct dipole integral = 4.4856e-19 J
K/(kB*T) = 108.3
antiparallel minus parallel, in-plane = -5.599 eV
perpendicular parallel energy / K = -2.00000
mean opposing field, in-plane = 22.43 mT
size trend: L (nm), mean field (mT), K (eV), K/area (J/m2)
  50  34.24362  1.069  6.849e-05
  100  22.42800  2.8  4.486e-05
  200  13.92671  6.954  2.785e-05
  1000  4.06330  50.72  8.127e-06
  10000  0.59032  736.9  1.181e-06
  100000  0.07745  9668  1.549e-07
  10000000  0.00114  1.427e+06  2.286e-09
roughness: amplitude 0.3 nm, wavelength 20.0 nm
roughness J, flat outer faces = 6.488e-06 J/m2
roughness field, flat outer faces = 3.244 mT
conformal reduction factor = 0.2176
roughness field, conformal = 0.706 mT
L where edge field = flat-outer roughness = 1321 nm
L where edge field = conformal roughness = 8127 nm
atomic ripple, spacing 0.25 nm, at gap d = 9.6e-11 T
exchange stiffness (rough) = 1.5e-11 J/m
exchange length = 4.89 nm
K with edge charge smeared over it / K = 0.931
interlayer exchange (rough) 1e-05 J/m2 = 5.00 mT
```
